# Why MP3 or MP4 can be farther from full CI than MP2

## Question

I computed the correlation energy of N₂ in the STO-3G basis at 1.1 Å, with the 1s cores frozen, and compared Møller–Plesset theory with full CI in the same orbital space. MP2 lies 2.82 millihartree (mE_h) above full CI, MP3 lies 8.36 above and MP4 lies 3.51 above. I expected each order to be at least as good as the one before.

I also expected the fourth-order energy to be a sum of negative terms, because it looks like a second-order formula applied once more. Yet my quadruples contribution is positive. Is one of these results wrong? If not, which parts of MP4 have a definite sign, and does that sign say anything about the error?

## Answer

Both results are possible, and neither signals a fault. The singles, doubles and triples parts of MP4 cannot be positive. The quadruples part, as usually defined, can have either sign. None of this controls the distance from full CI, because that distance is set by everything left out beyond the order kept, which these signs do not restrict, and the series need not even converge.

### The energies through fourth order

Take a closed-shell canonical RHF determinant \(|0\rangle\) and real orbitals. Let \(H_0\) be the sum of Fock operators, so that every determinant \(|X\rangle\) is an eigenfunction of \(H_0\). Its energy above the reference is the gap \(\Delta_X\), and I assume \(\Delta_X>0\) for every excited determinant. Write

\[
H=H_0+E_1+W,\qquad \langle 0|W|0\rangle=0,\qquad G=H_0-\langle 0|H_0|0\rangle .
\]

Then \(H-E_{\rm RHF}=G+W\), and all energies below are correlation energies. Replace \(W\) by \(\lambda W\) and expand, keeping every correction \(\psi_n\) orthogonal to \(|0\rangle\):

\[
(G+\lambda W)(|0\rangle+\lambda\psi_1+\lambda^2\psi_2+\dots)
=(\lambda^2E_2+\lambda^3E_3+\dots)(|0\rangle+\lambda\psi_1+\dots).
\]

There is no term linear in \(\lambda\) in the energy because \(\langle0|W|0\rangle=0\). Equal powers of \(\lambda\) give

\[
\begin{aligned}
G\psi_1+W|0\rangle&=0,\\
G\psi_2+W\psi_1&=E_2|0\rangle,\\
G\psi_3+W\psi_2&=E_2\psi_1+E_3|0\rangle,\\
G\psi_4+W\psi_3&=E_2\psi_2+E_3\psi_1+E_4|0\rangle .
\end{aligned}
\]

Projecting the first line on \(\langle X|\) gives

\[
\psi_1=-\sum_X|X\rangle\frac{\langle X|W|0\rangle}{\Delta_X}.
\]

Here \(X\) runs over doubles. Singles drop out by Brillouin's theorem, and a two-electron interaction cannot reach triples from the reference. Projecting the second line on \(\langle0|\), and using \(\langle0|G=0\), gives

\[
E_2=\langle0|W|\psi_1\rangle=-\sum_X\frac{\langle X|W|0\rangle^2}{\Delta_X}\le0 .
\]

For the next orders, use the first line in the form \(\langle0|W=-\langle\psi_1|G\). The third line projected on \(\langle0|\) gives \(E_3=\langle0|W|\psi_2\rangle\), so

\[
E_3=-\langle\psi_1|G|\psi_2\rangle
=-\langle\psi_1|\bigl(E_2|0\rangle-W\psi_1\bigr)
=\langle\psi_1|W|\psi_1\rangle .
\]

This is an expectation value of \(W\), which is not a negative operator. In the calculations here \(E_3\) is +5.5 mE_h for N₂ at 1.1 Å and −13.4 mE_h for BH (6-31G, frozen core, 1.23 Å). Its sign is not fixed.

With \(S=\langle\psi_1|\psi_1\rangle\), the fourth line gives in the same way

\[
\begin{aligned}
E_4&=\langle0|W|\psi_3\rangle=-\langle\psi_1|G|\psi_3\rangle\\
&=-\langle\psi_1|\bigl(E_2\psi_1+E_3|0\rangle-W\psi_2\bigr)
=\langle\psi_1|W|\psi_2\rangle-E_2S .
\end{aligned}
\]

The second line of the set, projected on \(\langle X|\), supplies \(\langle X|\psi_2\rangle=-\langle X|W|\psi_1\rangle/\Delta_X\). Therefore

\[
E_4=-\sum_{X\ne0}\frac{\langle X|W|\psi_1\rangle^2}{\Delta_X}-E_2S .
\]

Since \(\psi_1\) contains doubles and \(W\) changes at most two orbitals, \(X\) runs over singles, doubles, triples and quadruples. Each class contributes minus a sum of squares over positive gaps, so each is zero or negative. The last term is zero or positive, because \(E_2\le0\). If some gaps were negative, the corresponding terms would change sign and the argument would fail.

Your expectation of a sum of negative terms is thus right for the first sum. It misses the renormalization term \(-E_2S\).

### Why that term belongs with the quadruples

The usual division is \(E_4=E_S+E_D+E_T+E_Q\), where \(E_Q\) is the bare quadruples sum plus \(-E_2S\). The reason is size consistency. Consider two systems A and B that do not interact, with orbitals localized on each. Both \(E_2\) and \(S\) are additive, so

\[
-E_2S=-(E_2^A+E_2^B)(S^A+S^B)
\]

contains the cross terms \(-E_2^AS^B-E_2^BS^A\), which a sum of separate energies must not have.

Now take the quadruple made of a double \(\mu\) on A and a double \(\nu\) on B, with couplings \(w_\mu,w_\nu\) to the reference and gaps \(\Delta_\mu,\Delta_\nu\). It is reached by exciting B when A is already excited, or the reverse:

\[
\langle\mu\nu|W|\psi_1\rangle
=-\frac{w_\mu}{\Delta_\mu}w_\nu-\frac{w_\nu}{\Delta_\nu}w_\mu
=-w_\mu w_\nu\frac{\Delta_\mu+\Delta_\nu}{\Delta_\mu\Delta_\nu}.
\]

Its gap is \(\Delta_\mu+\Delta_\nu\). Squaring, dividing by the gap and summing gives

\[
-\sum_{\mu\nu}w_\mu^2w_\nu^2\frac{\Delta_\mu+\Delta_\nu}{\Delta_\mu^2\Delta_\nu^2}
=-\sum_{\mu\nu}\left[\frac{w_\mu^2}{\Delta_\mu}\frac{w_\nu^2}{\Delta_\nu^2}+\frac{w_\mu^2}{\Delta_\mu^2}\frac{w_\nu^2}{\Delta_\nu}\right]
=E_2^AS^B+S^AE_2^B .
\]

This cancels the cross terms. The singles, doubles and triples have none: an excitation shared between A and B would need a single excitation from one of the references, which Brillouin's theorem forbids, and an excitation on A alone receives nothing from B because \(\langle0_B|\psi_1^B\rangle=0\) and \(\langle0_B|W_B|0_B\rangle=0\).

The class energies can also be checked without these formulas. Removing all singles from the CI space leaves \(\psi_1\), \(E_2\) and \(E_3\) unchanged, so the fourth Taylor coefficient of the exact eigenvalue loses just the singles sum: the full coefficient minus the reduced one equals \(E_S\). The same holds for triples and for the bare quadruples. The numerical check tests this on a chain of four hydrogen atoms, where the bare quadruples give −0.34 mE_h, the renormalization term +0.93 and their sum \(E_Q=+0.59\).

### Both signs of the quadruples part

The Lipkin model shows the competition in closed form. Each of \(N\) fermions has its own lower and upper state, separated by \(\varepsilon\). With \(J_+\) the sum of the operators that raise one fermion, and \(J_-\) its adjoint,

\[
H=\varepsilon\,\hat n_{\rm upper}-\frac V2\left(J_+^2+J_-^2\right).
\]

In the reference all fermions are in lower states. The interaction adds nothing to the Fock operator, since that would need a nonzero reference average of an operator moving one fermion between levels. So \(H_0=\varepsilon\hat n_{\rm upper}\).

Let \(|n)\) be the normalized equal superposition of all \(\binom Nn\) configurations with \(n\) fermions raised. Each configuration with \(n+1\) raised is reached from \(n+1\) configurations, hence

\[
(n+1|J_+|n)=(n+1)\sqrt{\binom N{n+1}\Big/\binom Nn}=\sqrt{(n+1)(N-n)} .
\]

Two successive steps give the squared couplings

\[
\begin{aligned}
a&=(2|W|0)^2=\frac{V^2}{4}\,N\cdot2(N-1)=\frac{V^2}{2}N(N-1),\\
b&=(4|W|2)^2=\frac{V^2}{4}\,3(N-2)\cdot4(N-3)=3V^2(N-2)(N-3).
\end{aligned}
\]

The gaps are \(2\varepsilon\) and \(4\varepsilon\), so \(E_2=-a/2\varepsilon\) and \(S=a/4\varepsilon^2\). Because \(W\) changes \(n\) by two, \(E_3\) and the singles, doubles and triples parts vanish. What remains is

\[
E_4=E_Q=-\frac{a}{4\varepsilon^2}\frac{b}{4\varepsilon}+\frac{a}{2\varepsilon}\frac{a}{4\varepsilon^2}
=\frac{a(2a-b)}{16\varepsilon^3}.
\]

Here \(2a-b=V^2[N^2-N-3(N^2-5N+6)]=-2V^2(N^2-7N+9)\), and thus

\[
E_Q=-\frac{V^4N(N-1)(N^2-7N+9)}{16\,\varepsilon^3}.
\]

The quadratic factor is negative for \(N=2,\dots,5\) and positive from \(N=6\) on. For \(V=0.1\varepsilon\), in units of \(10^{-4}\varepsilon\), the bare sum and the renormalization term are −2.25 and +4.50 at \(N=4\), so \(E_Q=+2.25\). At \(N=6\) they are −33.75 and +28.125, so \(E_Q=-5.625\). Since \(E_4=E_Q\) in this model, the total fourth-order energy has no fixed sign either.

Molecular calculations show both signs too, but the sign depends on the basis as much as on the molecule. For hydrogen fluoride \(E_Q\) is −0.9 mE_h in 6-31G, +1.0 in cc-pVDZ and +2.7 in cc-pVTZ; for N₂ at 1.1 Å it is +1.2 in STO-3G, −0.2 in 6-31G and +6.0 in cc-pVDZ. These are the parts in mE_h, for your N₂ calculation and for hydrogen fluoride (6-31G, frozen core, 0.92 Å):

| | \(E_S\) | \(E_D\) | \(E_T\) | \(E_Q\) |
|---|---|---|---|---|
| N₂ | −0.33 | −3.80 | −1.89 | +1.17 |
| HF | −0.64 | −2.06 | −0.73 | −0.91 |

### When a higher order is worse

Let \(e_2\) be the signed MP2 error, MP2 minus full CI, and let \(\delta\) be what is added afterwards: \(E_3\) for MP3, or \(E_3+E_4\) for MP4. The new error is \(e_2+\delta\), and

\[
(e_2+\delta)^2-e_2^2=\delta(\delta+2e_2).
\]

The higher order is farther from full CI when this is positive. Either \(\delta\) has the same sign as the error, or it has the opposite sign and is more than twice as large.

In your N₂ calculation \(e_2=+2.82\) and \(E_3=+5.54\) mE_h. They have the same sign, so MP3 moves away from full CI. Then \(E_4=-4.84\) has the helpful sign but does not undo \(E_3\) completely: \(\delta=5.535-4.842=+0.69\), and MP4 ends slightly farther away than MP2. The negative sign of \(E_4\) did not prevent this.

### A convergent series that starts at the exact answer

One could suspect that such behaviour requires a divergent series. A two-level model shows that it does not. Let the reference couple through \(K\) to one double excitation \(|2\rangle\) with gap \(D>0\), and let \(v=\langle2|W|2\rangle\):

\[
G+\lambda W=\begin{pmatrix}0&\lambda K\\ \lambda K&D+\lambda v\end{pmatrix},\qquad
E^2-(D+\lambda v)E-\lambda^2K^2=0 .
\]

Here \(\psi_1=-(K/D)|2\rangle\), and the general formulas give

\[
E_2=-\frac{K^2}{D},\qquad E_3=\frac{vK^2}{D^2},\qquad
E_4=-\frac{v^2K^2}{D^3}+\frac{K^4}{D^3}.
\]

When is MP2 exact? Insert \(E=-K^2/D\) into the quadratic equation at \(\lambda=1\) and divide by \(K^2\):

\[
\frac{K^2}{D^2}+\frac{D+v}{D}-1=0
\quad\Longrightarrow\quad v=-\kappa D,\qquad \kappa=\frac{K^2}{D^2}=S .
\]

This root is the ground state, because the product of the two roots is \(-K^2\) and only one root is negative. With \(K^2=\kappa D^2\) the corrections become

\[
E_2=-\kappa D,\qquad E_3=-\kappa^2D,\qquad E_4=-\kappa^3D+\kappa^2D .
\]

The MP2 error is zero, the MP3 error is \(-\kappa^2D\), and the MP4 error is \(-\kappa^2D-\kappa^3D+\kappa^2D=-\kappa^3D\). MP2 is exact here by cancellation. A negative \(v\) lowers the energy through \(E_3\) and the first term of \(E_4\), while the term in \(K^4\), which is the renormalization term, raises it. Neither effect is present at second order.

The series in \(\lambda\) converges up to the nearest point where the two roots meet, that is, where the discriminant vanishes:

\[
(D-\lambda\kappa D)^2+4\lambda^2\kappa D^2=0
\quad\Longrightarrow\quad
\lambda=\frac{1}{\kappa\pm2i\sqrt\kappa},\qquad
|\lambda|=\frac{1}{\sqrt{\kappa^2+4\kappa}} .
\]

The physical point \(\lambda=1\) lies inside the circle when \(\kappa^2+4\kappa<1\), or \(\kappa<\sqrt5-2\approx0.236\). Take \(\kappa=0.16\). The radius is \(1/\sqrt{0.0256+0.64}=1.23\), so the series converges. The exact energy is \(-0.16D\), and the errors are:

| Through order | Error\(/D\) |
|---|---|
| 2 | 0 |
| 3 | −0.0256 |
| 4 | −0.0041 |
| 5 | +0.0075 |
| 6 | +0.0032 |
| 10 | +0.0011 |
| 20 | +0.00001 |

The third order introduces an error of 16% of the correlation energy. The fifth order is again worse than the fourth. Convergence is a statement about the limit, and it does not make the errors shrink at every step.

Minimal-basis H₂ has this same two-level structure: the single excitation has the wrong inversion symmetry to mix with the ground state. In STO-3G the MP2 and full CI energies cross at 3.49 Å, where \(\kappa=0.946\) and the correlation energy is −303.1 mE_h. The formulas predict an MP3 error of \(0.946\times(-303.1)\approx-287\) mE_h and an MP4 error of \(0.946^2\times(-303.1)\approx-271\) mE_h, in agreement with the direct calculation. The radius is now 0.46, so this series diverges. An MP2 error of zero reveals nothing about that.

### N₂ along the bond

These are the signed errors against full CI in mE_h, for N₂ in STO-3G with frozen cores:

| \(R\) (Å) | MP2 | MP3 | MP4 |
|---|---|---|---|
| 1.0 | +7.3 | +5.0 | +2.2 |
| 1.1 | +2.8 | +8.4 | +3.5 |
| 1.2 | −5.7 | +15.4 | +5.2 |
| 1.4 | −39.8 | +55.1 | +2.7 |
| 1.6 | −101.5 | +172.4 | −53.2 |
| 1.8 | −192.0 | +441.9 | −320.8 |

At 1.0 Å each order improves on the last. Between 1.1 and 1.2 Å the MP2 error passes through zero. Close enough to such a crossing, any nonzero \(\delta\) makes the result worse, however well the higher order performs elsewhere. Your geometry lies near it, with errors of 7.4, 21.9 and 9.2 kJ/mol for MP2, MP3 and MP4.

At 1.2 Å the correction from MP2 to MP4 is \(5.2+5.7=10.9\) mE_h, just under twice the MP2 error, so MP4 is slightly closer. At 1.4 Å its error is small, but the neighbouring rows show that it is on its way through zero as well. At 1.8 Å MP4 is much worse than MP2. The rows at 1.6 and 1.8 Å need a caution: there the RHF determinant used is a saddle point of the RHF energy, not a minimum, and closed-shell determinants about 41 and 121 mE_h lower exist. The errors in those two rows belong to this reference only: with the lower determinant at 1.8 Å they become about +254, +231 and +203 mE_h. At 1.1 and 1.4 Å the determinant is stable against real RHF orbital rotations, but it is unstable toward an unrestricted solution already at 1.2 Å, and at 1.4 Å also toward complex orbitals. These few orders do not determine whether the N₂ series converges.

For BH the errors are +24.8, +11.4 and +5.6 mE_h, so each order helps, although MP2 starts with a large error. For hydrogen fluoride they are +3.7, +5.0 and +0.6: MP3 is worse than MP2, and MP4 is better than both. This ordering is shown for 6-31G only, where \(E_3=+1.2\) mE_h; in cc-pVDZ \(E_3\) is −2.9 mE_h.

### What is bounded

There is one rigorous limit on MP3. Use \(|0\rangle+\psi_1\) as a variational trial function. Its squared norm is \(1+S\), and the expectation value of \(G+W\) before normalization is

\[
2\langle0|W|\psi_1\rangle+\langle\psi_1|G|\psi_1\rangle+\langle\psi_1|W|\psi_1\rangle
=2E_2-E_2+E_3=E_2+E_3 ,
\]

where \(G\psi_1=-W|0\rangle\) gave the middle term. With \(E_c\) the full CI correlation energy, the variational principle then says

\[
\frac{E_2+E_3}{1+S}\ge E_c
\quad\Longrightarrow\quad
(E_2+E_3)-E_c\ge S\,E_c .
\]

Since \(E_c\le0\), MP3 can fall below full CI by at most \(S|E_c|\). H₂ at its crossing reaches this limit, because there \(|0\rangle+\psi_1\) is the exact state. The inequality does not limit how far MP3 can lie above full CI, as stretched N₂ shows.

For your calculation, the signs of the MP4 parts are a useful check on the program: with positive gaps, a positive \(E_S\), \(E_D\) or \(E_T\) means a mistake, while a positive \(E_Q\) does not. They are not an error estimate, and neither is agreement between two orders. At 1.1 Å your MP2 and MP4 energies differ by 0.7 mE_h, yet both are about 3 mE_h from full CI. All these errors refer to full CI in the same small basis, so they say nothing about the error of the basis itself.

## Computed results

```
Two-level kappa: 0.16; exact energy/D: -0.160000
Two-level convergence radius: 1.2257
Two-level error/D through order 2: +0.000000
Two-level error/D through order 3: -0.025600
Two-level error/D through order 4: -0.004096
Two-level error/D through order 5: +0.007537
Two-level error/D through order 6: +0.003172
Two-level error/D through order 10: +0.001099
Two-level error/D through order 20: +0.000010
Lipkin N=4, V=0.1 eps: bare Q, renorm, E_Q (1e-4 eps): -2.250 4.500 2.250
Lipkin N=5, V=0.1 eps: bare Q, renorm, E_Q (1e-4 eps): -11.250 12.500 1.250
Lipkin N=6, V=0.1 eps: bare Q, renorm, E_Q (1e-4 eps): -33.750 28.125 -5.625
H4 chain 1.0 A E2, E3, E4 (mEh): -41.198 -15.904 -6.568
H4 chain 1.0 A S, D, T, Q (mEh): -0.003 -7.140 -0.019 0.594
H4 bare Q, renorm (mEh): -0.340 0.934
H2 MP2-FCI crossing (A): 3.4913; kappa: 0.9464
H2 correlation energy there (mEh): -303.072
H2 MP3, MP4 errors there (mEh): -286.840 -271.476
H2 convergence radius there: 0.4622
N2/STO-3G: R (A), FCI corr., MP2, MP3, MP4 errors (mEh)
N2 1.0 -129.43 +7.32 +5.01 +2.19
N2 1.1 -157.33 +2.82 +8.36 +3.51
N2 1.2 -189.30 -5.71 +15.35 +5.18
N2 1.3 -225.28 -19.55 +29.27 +6.05
N2 1.4 -265.18 -39.78 +55.12 +2.74
N2 1.5 -309.03 -67.06 +99.88 -12.29
N2 1.6 -357.12 -101.52 +172.40 -53.17
N2 1.7 -409.62 -143.05 +282.89 -143.75
N2 1.8 -466.06 -192.00 +441.92 -320.84
N2 1.1 A E2, E3, E4 (mEh): -154.506 5.535 -4.842
N2 1.1 A S, D, T, Q (mEh): -0.325 -3.797 -1.892 1.172
N2 length with smallest MP2 error (A): 1.1
N2 MP2, MP3, MP4 errors there (kJ/mol): +7.4 +21.9 +9.2
BH 1.23 A E2, E3, E4 (mEh): -37.788 -13.359 -5.780
BH 1.23 A S, D, T, Q (mEh): -0.164 -5.856 -0.276 0.517
BH 1.23 A FCI corr. (mEh): -62.569
BH 1.23 A MP2, MP3, MP4 errors (mEh): +24.781 +11.421 +5.642
HF molecule 0.92 A E2, E3, E4 (mEh): -127.835 1.226 -4.331
HF molecule 0.92 A S, D, T, Q (mEh): -0.642 -2.058 -0.726 -0.905
HF molecule 0.92 A FCI corr. (mEh): -131.567
HF molecule 0.92 A MP2, MP3, MP4 errors (mEh): +3.732 +4.958 +0.627
```
